# Linear, nonlinear and spin-glass response of a random-bond Ising dipole chain

**Setting.** A dipole glass contains electric dipoles whose couplings compete: some favour parallel neighbours, others antiparallel ones. As a minimal model, take an open chain of $N$ dipoles with moments $p s_i$, $s_i=\pm1$, and energy

$$
H=-\sum_{i=1}^{N-1}J_i s_i s_{i+1}-pE\sum_{i=1}^{N}s_i .
$$

The bonds are $J_i=\varepsilon_i J$ with $J>0$. The signs $\varepsilon_i=\pm1$ are independent, equally likely, and frozen in each sample. Angle brackets denote the thermal average in one sample, square brackets the average over the signs. Write

$$
K=\frac{J}{kT},\qquad t=\tanh K,\qquad x=\frac{pE}{kT}.
$$

The chain is in static equilibrium at $T>0$, and $E$ is the field acting on a dipole. The polarization of the host lattice is left out. There are $n$ dipoles per unit volume.

## Part (a): one sample

*Express the zero-field response $R=dm/dx$, with $m=N^{-1}\sum_i\langle s_i\rangle$, through correlations. Find $\langle s_is_j\rangle$ for given bond signs.*

**Answer.** Let $M=\sum_i s_i$. The field enters the partition function $Z$ through the factor $e^{xM}$, so $\langle M\rangle=\partial\ln Z/\partial x$. A second derivative gives

$$
R=\frac1N\left(\langle M^2\rangle-\langle M\rangle^2\right)_{x=0}.
$$

At zero field, reversing all dipoles leaves the energy unchanged, so $\langle M\rangle=0$ and

$$
R=\frac1N\sum_{i,j}\langle s_is_j\rangle .
$$

For the correlations, replace the dipoles by $s_1$ and the bond variables $\tau_i=s_is_{i+1}$, $i=1,\dots,N-1$. This is a one-to-one change of variables: given $s_1$, the $\tau_i$ fix the other dipoles in turn. The zero-field Boltzmann weight becomes a product,

$$
e^{-H/kT}=\prod_{i=1}^{N-1}e^{K\varepsilon_i\tau_i},
$$

so the $\tau_i$ are statistically independent, with

$$
\langle\tau_i\rangle=\frac{e^{K\varepsilon_i}-e^{-K\varepsilon_i}}{e^{K\varepsilon_i}+e^{-K\varepsilon_i}}=\tanh(K\varepsilon_i)=\varepsilon_i t .
$$

For $i<j$, $s_is_j=\tau_i\tau_{i+1}\cdots\tau_{j-1}$, because every intermediate dipole appears squared. Hence

$$
\langle s_is_j\rangle=t^{\,j-i}\,\eta_{ij},\qquad \eta_{ij}=\prod_{l=i}^{j-1}\varepsilon_l=\pm1 .
$$

The magnitude depends on distance alone. The randomness sits entirely in the sign $\eta_{ij}$.

## Part (b): the averaged linear susceptibility

*Show that the bond-averaged dielectric susceptibility obeys Curie's law for every $N$. Does this depend on the chain geometry?*

**Answer.** For $i\ne j$ the average of $\eta_{ij}$ is a product of averages of independent signs, each zero. For $i=j$, $s_i^2=1$. Therefore

$$
[\langle s_is_j\rangle]=\delta_{ij},\qquad [R]=\frac1N\sum_i1=1 .
$$

The polarization is $P=npm$, and to first order in the field $m=Rx=R\,pE/kT$. Thus

$$
\chi_e=\frac{[P]}{\varepsilon_0E}=\frac{np^2}{\varepsilon_0kT}=\frac CT,\qquad C=\frac{np^2}{\varepsilon_0k}.
$$

The coupling $J$ has dropped out, although the dipoles are correlated. Parallel and antiparallel correlations of equal strength cancel in the average.

The chain geometry is not needed. On any lattice, choose a site $i$ and reverse $s_i$ together with the signs of all bonds attached to it. The zero-field energy is unchanged, while $s_is_j$ changes sign for $j\ne i$. Denoting the altered bonds by $J'$,

$$
\langle s_is_j\rangle_{J'}=-\langle s_is_j\rangle_J .
$$

The two bond sets are equally probable, so the average equals its own negative and vanishes. This argument, called a gauge argument below, needs a thermal average over all states and a bond distribution that is unchanged when all bonds at one site are reversed; independent, symmetric signs are sufficient for this. It does not cover a sample that is frozen into part of its states.

For contrast, if every bond is $+J$, an infinite chain has

$$
R=1+2\sum_{r=1}^{\infty}t^r=\frac{1+t}{1-t}=e^{2K},
$$

where the last step multiplies numerator and denominator by $\cosh K$. With every bond $-J$, $t$ is replaced by $-t$ and $R=e^{-2K}$.

## Part (c): the spin-glass susceptibility

*Define*

$$
\chi_{SG}=\frac1N\sum_{i,j}[\langle s_is_j\rangle^2].
$$

*Evaluate it for finite $N$, show that it tends to $\cosh(2J/kT)$ as $N\to\infty$, and discuss low temperature.*

**Answer.** Squaring removes the signs: $\langle s_is_j\rangle^2=a^{|i-j|}$ with $a=t^2$. This holds in each sample, so the bond average changes nothing. There are $N$ terms with $i=j$ and $2(N-r)$ ordered pairs at distance $r\ge1$:

$$
\chi_{SG}=1+\frac2N S,\qquad S=\sum_{r=1}^{N-1}(N-r)a^r .
$$

Write $S$ as a double sum. In $\sum_{m=1}^{N-1}\sum_{r=1}^{m}a^r$ the power $a^r$ occurs for $m=r,\dots,N-1$, which is $N-r$ times. Summing the geometric series twice,

$$
\begin{aligned}
S&=\sum_{m=1}^{N-1}\frac{a(1-a^m)}{1-a}
=\frac{a}{1-a}\left[N-1-\frac{a-a^N}{1-a}\right]\\
&=\frac{a}{1-a}\left[N-\frac{1-a^N}{1-a}\right].
\end{aligned}
$$

Consequently

$$
\chi_{SG}=\frac{1+a}{1-a}-\frac{2a(1-a^N)}{N(1-a)^2}.
$$

Since $1-t^2=1/\cosh^2K$,

$$
\frac{1+a}{1-a}=\cosh^2K+\sinh^2K=\cosh2K,
$$

$$
\frac{a}{(1-a)^2}=\sinh^2K\cosh^2K=\tfrac14\sinh^22K .
$$

The finite-chain result is

$$
\chi_{SG}=\cosh2K-\frac{\sinh^2(2K)}{2N}\left(1-t^{2N}\right).
$$

At fixed $T>0$ the second term vanishes as $1/N$, leaving $\cosh(2J/kT)$. The subtraction arises because dipoles near the ends have fewer partners. The definition carries no factor $1/(kT)^2$; a convention that includes one multiplies the result by it.

At high temperature $\chi_{SG}\approx1+2K^2$, close to the value 1 of free dipoles. At low temperature the infinite chain has $\chi_{SG}\approx\tfrac12e^{2K}$. This growth measures a length: writing $t^{2r}=e^{-r/\ell}$ gives $\ell=-1/(2\ln t)$, and for large $K$, $\ln t\approx-2e^{-2K}$, so $\ell\approx\tfrac14e^{2K}$ and $\chi_{SG}\approx2\ell$. There is no divergence at any $T>0$.

The limits do not commute. If $T\to0$ at fixed $N$, every squared correlation tends to 1 and $\chi_{SG}\to N$.

## Part (d): scatter between samples

*Curie's law was found for an average. Find the variance of $R$ between samples.*

**Answer.** Separate the diagonal terms:

$$
R=1+\frac2N\sum_{i<j}t^{\,j-i}\eta_{ij}.
$$

Two different pairs span different sets of bonds, so at least one sign occurs once in the product $\eta_{ij}\eta_{kl}$, and its average is zero. For identical pairs the product is 1. Only squares survive:

$$
\mathrm{Var}\,R=\frac4{N^2}\sum_{i<j}t^{2(j-i)}
=\frac4{N^2}\,\frac{N(\chi_{SG}-1)}2=\frac{2(\chi_{SG}-1)}N .
$$

The middle step uses $N\chi_{SG}=N+2\sum_{i<j}t^{2(j-i)}$. At fixed $T>0$ the scatter vanishes as $N^{-1/2}$, so a very long chain obeys Curie's law by itself. A short one need not.

## Part (e): a trace in the dielectric response

*Find the averaged polarization to third order in the field, and say how $\chi_{SG}$ could be inferred from it.*

**Answer.** At zero field the odd moments of $M$ vanish. Expanding $\ln Z$ and differentiating once,

$$
m=\frac1N\left[\langle M^2\rangle x+\frac{\langle M^4\rangle-3\langle M^2\rangle^2}{6}x^3\right]+O(x^5),
$$

with zero-field moments on the right. The first term averages to $x$. For the second, use the gauge argument: an averaged product vanishes if any site occurs an odd number of times.

In $[\langle M^4\rangle]=\sum_{ijkl}[\langle s_is_js_ks_l\rangle]$ the surviving terms equal 1. There are $N$ with all indices equal and $3N(N-1)$ with two distinct pairs, so

$$
[\langle M^4\rangle]=3N^2-2N .
$$

In $[\langle M^2\rangle^2]=\sum_{ijkl}[\langle s_is_j\rangle\langle s_ks_l\rangle]$ the surviving terms are:

- all indices equal: $N$;
- $i=j\ne k=l$: $N(N-1)$;
- $i=k\ne j=l$ and $i=l\ne j=k$: each gives $\sum_{i\ne j}[\langle s_is_j\rangle^2]=N(\chi_{SG}-1)$.

Their sum is $N^2+2N\chi_{SG}-2N$. Therefore

$$
[\langle M^4\rangle-3\langle M^2\rangle^2]=3N^2-2N-3N^2-6N\chi_{SG}+6N=N(4-6\chi_{SG}),
$$

$$
[m]=x-\left(\chi_{SG}-\tfrac23\right)x^3+O(x^5).
$$

For free dipoles $\chi_{SG}=1$, and this reproduces $\tanh x=x-x^3/3+\cdots$. The correlations that cancel in the linear response reappear in the cubic one, because two correlations of equal sign are multiplied there.

In a slowly oscillating field $x=x_0\cos\omega t'$, with $t'$ the time, $\cos^3\omega t'=\tfrac14(3\cos\omega t'+\cos3\omega t')$. To leading order the third harmonic has relative amplitude $(\chi_{SG}-\frac23)x_0^2/4$, from which $\chi_{SG}$ follows if the dipoles stay in equilibrium.

## Part (f): numbers

*Take saturation polarization $5\ \mu\mathrm{C/cm^2}$, volume per dipole $0.1\ \mathrm{nm^3}$ and $J=5$ meV. Evaluate the responses at 120, 60 and 40 K, and the field at which the cubic term is 1% of the linear one. Give the end correction and scatter for $N=100$.*

**Answer.** The moment is polarization times volume:

$$
p=(0.05\ \mathrm{C/m^2})(10^{-28}\ \mathrm{m^3})=5.0\times10^{-30}\ \mathrm{C\,m}.
$$

With $n=10^{28}\ \mathrm{m^{-3}}$, $C=np^2/(\varepsilon_0k)=2045$ K. The bond energy corresponds to $J/k=58.0$ K. At 60 K,

$$
K=\frac{58.02}{60}=0.967,\qquad \chi_e=\frac{2045}{60}=34.1,\qquad \chi_{SG}=\cosh1.934=3.53 .
$$

The 1% condition is $(\chi_{SG}-\frac23)x^2=0.01$, or

$$
E_{1\%}=\frac{kT}{p}\sqrt{\frac{0.01}{\chi_{SG}-2/3}},
$$

which gives 98 kV/cm at 60 K. The infinite-chain results are:

| $T$ (K) | $\chi_e$ | $\chi_{SG}$ | $E_{1\%}$ (kV/cm) |
|---|---|---|---|
| 120 | 17.0 | 1.51 | 362 |
| 60 | 34.1 | 3.53 | 98 |
| 40 | 51.1 | 9.12 | 38 |

Cooling from 120 to 40 K triples $\chi_e$, as Curie's law demands, while $\chi_{SG}$ grows sixfold. The field $E_{1\%}$ falls by a factor 9.5: a factor 3 comes from $kT$, and $\sqrt{8.458/0.839}=3.2$ from the cubic coefficient. These are acting fields, and the larger ones may exceed the breakdown strength of a bulk sample. A measurement would then use the third harmonic at a lower field: for an amplitude of 10 kV/cm at 60 K, its relative size by part (e) is only $2.6\times10^{-5}$.

For 100 dipoles, $\chi_{SG}$ is 3.47 at 60 K and 8.71 at 40 K, so the ends cost about 2% and 5%. The standard deviation of $R$, relative to its mean, is $\sqrt{2(3.474-1)/100}=22\%$ at 60 K and 39% at 40 K. One such chain can depart far from Curie's law; a crystal averages over very many.

## Part (g): when the assumptions fail

*Find the linear response for (i) unequal bond probabilities in an infinite chain and (ii) symmetric random fields. Assess the model for a real dipole glass at 60 K.*

**Answer.** (i) Let $[\varepsilon_i]=b$. Independence gives $[\langle s_is_j\rangle]=(bt)^{|i-j|}$, hence

$$
[R]=1+2\sum_{r=1}^{\infty}(bt)^r=\frac{1+bt}{1-bt}.
$$

With 55% positive bonds, $b=0.55-0.45=0.10$. At 60 K, $t=0.747$ and $[R]=1.0747/0.9253=1.16$: a 16% departure from Curie's law. $\chi_{SG}$ as defined in part (c) is unchanged, since the signs are squared.

(ii) Add independent reduced fields $f_i$ (field energy over $kT$), symmetric about zero with rms value $\delta$. The response now contains connected correlations, $\langle s_is_j\rangle-\langle s_i\rangle\langle s_j\rangle$. Reversing $s_i$, its bonds and $f_i$ together changes their sign for $j\ne i$, so their average vanishes. The diagonal terms leave

$$
[R]=1-q,\qquad q=\frac1N\sum_i[\langle s_i\rangle^2].
$$

For weak fields, linear response gives $\langle s_i\rangle\approx\sum_j\langle s_is_j\rangle f_j$. Since $[f_jf_k]=\delta^2\delta_{jk}$, squaring and averaging yields

$$
q\approx\frac{\delta^2}{N}\sum_{i,j}[\langle s_is_j\rangle^2]=\delta^2\chi_{SG}.
$$

The hidden correlations thus amplify the effect of random fields on the linear response.

At 60 K, $kT=5.17$ meV. For an rms field energy of 0.5 meV the estimate is $(0.5/5.17)^2\times3.53=0.033$. For comparison, the dipoles of each arm of a long chain can be summed out one by one, which leaves an effective field on a central dipole; averaging over 60 000 sets of Gaussian fields gives $q=0.030$. At 1.5 meV the estimate, 0.30, is far too large: the sampled value is 0.17. The linear response is then 17% below Curie's law, and $\chi_{SG}$, formed with connected correlations, falls from 3.53 to 2.14.

**Comparison with a material.** The polarization and the volume per dipole are rough values for the potassium dihydrogen phosphate family. It includes deuterated rubidium ammonium dihydrogen phosphate, a mixed crystal in which ferroelectric and antiferroelectric tendencies compete. The bond energy $J$ is a trial value, not one fitted to this crystal. The polar regions of a relaxor such as lead magnesium niobate span nanometres and carry much larger moments, so these numbers do not describe it. Nor does this static model contain the frequency-dependent permittivity peak seen in relaxors and also in dipole glasses, where the dipoles fall out of equilibrium on cooling. The results apply only where the measurement is slow enough for equilibrium. In the mixed crystal, randomly placed ions can also produce random fields; the trial value of 1.5 meV shows how far they may move both susceptibilities.

The crystal is three-dimensional. Suppose each dipole also has four bonds $\pm J'$ to other chains, with $J'=0.5$ meV, on a lattice without closed loops. Squared correlations then multiply along the unique path between two sites. Let $c=\tanh^2(J'/kT)$, and let $A$ and $B$ be the sums over the branch entered through a chain bond and a side bond. Counting the onward bonds,

$$
A=a(1+A+4B),\quad B=c(1+2A+3B),\quad \chi_{SG}=1+2A+4B .
$$

At 60 K this gives 4.06 instead of 3.53. At 40 K it gives 35 instead of 9.12, and the solution diverges at 37.6 K. The 40 K entry of the table should therefore be read as a property of isolated chains. Symmetric side bonds leave Curie's law intact above that temperature, by part (b).

Tunnelling between the two dipole states adds $-\Gamma\sum_i\sigma_i^x$ to the energy, where $\sigma_i^x$ reverses dipole $i$. Static response coefficients then replace the thermal correlations. Numerical diagonalization of an eight-dipole chain at 60 K gives changes of $-0.03\%$ in the linear response and $-0.1\%$ in $\chi_{SG}$ for $\Gamma=0.2$ meV, but $-2.9\%$ and $-11\%$ for $\Gamma=2$ meV. With ten dipoles the linear change for 2 meV becomes $-2.8\%$, while the change in $\chi_{SG}$ still rounds to $-11\%$. These values drift with length: the difference between ten and eight dipoles points to about $-2.65\%$ and $-12\%$ for a long chain. Both values of $\Gamma$ are trial values.

The most serious omission is a mean coupling between dipoles. If the acting field were $E+P/(3\varepsilon_0)$, the Lorentz form, then $P=\varepsilon_0(C/T)[E+P/(3\varepsilon_0)]$, and solving for $P$ gives

$$
\frac{P}{\varepsilon_0E}=\frac{C}{T-C/3},\qquad \frac C3=682\ \mathrm K .
$$

This shift exceeds every temperature considered, so the paramagnetic-type response would be unstable. The chain bonds of this example are too weak to remove the instability at 60 K: even with every bond equal to $-J$, $R=e^{-2K}=0.145$, and the feedback factor $(C/3T)R=1.6$ still exceeds 1. Applying the symmetric model to a crystal therefore assumes that the couplings of the complete interaction, long-range dipolar part included, are independent and distributed symmetrically about zero. A vanishing mean alone is not enough. If the bonds of an infinite chain are $\sqrt2J$ with probability 1/3 and $-J/\sqrt2$ with probability 2/3, their mean is zero, but $[R]=0.81$ at 60 K. The model does not explain why a crystal should have the required symmetry. If it does, and if the dipoles stay in equilibrium with negligible random fields and tunnelling, Curie's law in the applied field follows and is not evidence that the dipoles are independent.

Numbers in the example were calculated in double precision.
